# SET time of a filament gap closing under field-driven hopping, part 2

In a resistive memory cell, a filament grows across a gap \(g\) under a gap voltage \(V\), with mean field \(V/g\). The SET time \(t_{\rm SET}\) is the time at which \(g\) reaches zero under

\[
\frac{dg}{dt}=-v\,e^{b/g},\qquad g(0)=g_0 ,
\]

with \(v\) and \(b\) constant during the closure. For thermally activated ion hops of length \(a\), attempt frequency \(f\) and barrier \(E_a\) at temperature \(T\),

\[
v=a f\,e^{-E_a/kT},\qquad b=\frac{\gamma q aV}{2kT},
\]

where \(k\) is Boltzmann's constant, \(q\) the elementary charge, and \(\gamma\) combines ionic charge number and local-field enhancement. The law drops backward hops, which would subtract \(v e^{-b/g}\) from the speed, and is used even below the gap \(g_c=\gamma q aV/(2E_a)\), where the barrier vanishes.

With \(x=b/g_0\) and \(E_n(x)=\int_1^\infty e^{-xs}s^{-n}ds\), the exact SET time and trajectory are

\[
t_{\rm SET}=\frac{g_0}vE_2(x),\qquad
v\,t=g_0E_2(x)-gE_2(b/g).
\]

Also \(dE_2/dx=-E_1\), and integration by parts gives the recurrence

\[
E_n(x)=\frac{e^{-x}}x-\frac nx\,E_{n+1}(x).
\]

Applied repeatedly, it gives the asymptotic series

\[
\boxed{\,t_{\rm SET}\sim\frac{g_0^2}{b\,v}\,e^{-b/g_0}\left[1-\frac{2g_0}b+\frac{6g_0^2}{b^2}-\dots\right],\qquad \frac b{g_0}\to\infty\,}
\]

whose remainder has the sign of the first omitted term and is smaller in magnitude. The leading term is that of the straight-line exponent, \(b/g\approx x(1+\delta/g_0)\) with \(\delta=g_0-g\).

The example is an HfO2 cell with rough typical parameters: \(g_0=2.00\) nm, \(V=1.00\) V, \(T=300\) K, \(a=0.25\) nm, \(E_a=0.80\) eV, \(f=10^{13}\) Hz and \(\gamma=4.0\). These give \(kT=0.02585\) eV, \(v=0.0909\) nm/s, \(b=19.34\) nm, \(x=9.670\), \(g_0/v=22.0\) s, \(e^{-x}=6.312\times10^{-5}\), \(E_1(x)=5.961\times10^{-6}\), \(E_2(x)=5.480\times10^{-6}\) and \(t_{\rm SET}=120.6\ \mu\)s.

### Bounds that hold for every x

The recurrence also gives bounds without a series. Written for \(n=1\) and \(n=2\), it reads

\[
E_2=e^{-x}-xE_1,\qquad 2E_3=e^{-x}-xE_2 .
\]

For \(s>1\) a higher power of \(1/s\) is smaller, so \(E_1>E_2>E_3\). The first relation gives \(E_2<e^{-x}-xE_2\). The second gives \(e^{-x}-xE_2<2E_2\). Solving both for \(E_2\),

\[
\frac1{x+2}<e^xE_2(x)<\frac1{x+1}.
\]

Let \(t_{\rm lead}=g_0e^{-x}/(vx)\) be the leading term. Its ratio to the exact time is \(1/[x\,e^xE_2(x)]\), hence

\[
\frac1x<\frac{t_{\rm lead}}{t_{\rm SET}}-1<\frac2x .
\]

The leading term is too long for every \(x>0\), and this says by how much. The bounds also suggest the compact estimate

\[
t_{\rm c}=\frac{g_0}v\,\frac{e^{-x}}{x+2},
\]

which is too short, by less than the fraction \(1/(x+2)\) of the exact time. Expanding \(1/(x+2)=1/x-2/x^2+4/x^3-\dots\) shows that it reproduces the first two terms of the series.

In the example the leading term is 143.6 μs, which is 19.1% above the exact 120.6 μs and inside the bounds of 10.3% and 20.7%. Two terms give 113.9 μs (5.5% low), and three give 123.1 μs (2.1% high), with the alternation that the remainder requires. The compact estimate is 119.0 μs, or 1.3% low. An exponent near 10 is therefore large enough for the leading term as an estimate, but not as a substitute for \(E_2\) at the level of a few percent.

### Incubation and abrupt closure

The fraction of the SET time that remains when the gap is \(g\) follows from the trajectory:

\[
\rho(g)=\frac{g\,E_2(b/g)}{g_0\,E_2(x)} .
\]

Set \(g=g_0(1-s/x)\) with \(s\) fixed and \(x\) large. Then \(b/g=x+s+s^2/x+\dots\), and the leading term \(gE_2(b/g)\approx(g^2/b)e^{-b/g}\) gives

\[
\rho\approx\left(1-\frac sx\right)^2e^{-s-s^2/x}\approx e^{-s}\left[1-\frac{2s+s^2}x\right].
\]

The correction factors \(1-2g/b\) and \(1-2g_0/b\) in the ratio differ by order \(1/x^2\) and do not enter here. Half of the time has passed when \(\rho=1/2\). To first order in \(1/x\),

\[
s_{1/2}=\ln2-\frac{2\ln2+(\ln2)^2}x .
\]

The gap has then shrunk by \(g_0s_{1/2}/x\), which for large \(x\) is \(g_0\ln2/x\). Solving \(\rho=1/2\) numerically at \(x=100\) and \(400\) confirmed that \(s_{1/2}\) approaches \(\ln2\): the deviation was below 0.01 at \(x=400\), and it fell by a factor between 3.5 and 4.5 from the smaller \(x\) to the larger, as a \(1/x\) correction should.

In the example, half of the time passes while the gap goes from 2 nm to 1.886 nm, a shrinkage of 0.114 nm. The estimate \(g_0\ln2/x\) gives 0.143 nm, and the corrected one gives \(2\times0.500/9.670=0.103\) nm. When the gap has fallen to half its initial value, a fraction \(1.7\times10^{-5}\) of the SET time is left. At fixed gap voltage, a final gap anywhere below 1 nm thus gives nearly the same result, while the initial gap controls it.

### Dependence on voltage

Hold the initial gap, the temperature and the hopping parameters fixed. Then \(v\) is constant and \(dx/dV=x/V\). With \(dE_2/dx=-E_1\),

\[
\frac{d\ln t_{\rm SET}}{dV}=-\frac xV\,\frac{E_1(x)}{E_2(x)} .
\]

The recurrence with \(n=1\) gives \(e^xE_1=1/x-1/x^2+\dots\), so the ratio \(E_1/E_2\) is \((1-1/x)/(1-2/x)\approx1+1/x\), and

\[
\frac{d\ln t_{\rm SET}}{dV}\approx-\frac xV-\frac1V .
\]

The first part comes from the exponential and is independent of voltage, since \(x/V\) is constant. The second comes from the factor \(1/b\) in front.

At 1 V the exact slope is \(-9.670\times5.961/5.480=-10.52\) per volt, against \(-10.67\) from the approximation. One decade in time costs \(\ln10/10.52=0.219\) V at this operating point. A finite difference of the quadrature, taken 1 mV to either side, agreed with the exact slope to better than one part in \(10^5\).

| Voltage (V) | \(x\) | Exact (μs) | Leading term (μs) |
|---|---|---|---|
| 0.5 | 4.835 | 26,520 | 36,160 |
| 1.0 | 9.670 | 120.6 | 143.6 |
| 1.5 | 14.506 | 0.673 | 0.761 |
| 2.0 | 19.341 | 0.00412 | 0.00453 |

The leading term improves with voltage, from 36% too long at 0.5 V to 10% at 2 V. The last two rows illustrate the equation rather than a device: their initial fields, 7.5 and 10 MV/cm, exceed the rough breakdown strength of 5 MV/cm assumed here for a thicker film.

### Backward hops and the vanishing barrier

Both idealizations at the root of the law are harmless in the example. Including backward hops lengthens the SET time by a relative \(1.5\times10^{-9}\). The barrier vanishes at

\[
g_c=\frac{4.0\times0.25\ \text{nm}\times1.00\ \text{eV}}{2\times0.80\ \text{eV}}=0.625\ \text{nm}.
\]

Crossing that distance at the highest hopping speed \(af\) takes a fraction \(2.1\times10^{-9}\) of the SET time. The diverging speed near contact is unphysical, but at fixed gap voltage it does not noticeably influence the answer in the example.

### Hops of finite length

The incubation distance found above, 0.114 nm, is less than half of one hop. A continuous gap is then a poor description. Let a single ion path close the gap in \(n=g_0/a=8\) hops, each with a random, exponentially distributed waiting time whose rate is set by the gap before the hop. The mean total time is

\[
\bar t=\frac av\sum_{j=1}^{n}e^{-b/(ja)} .
\]

This is a Riemann sum of the integral for \(t_{\rm SET}\). The integrand increases with \(g\) and each step is evaluated at its upper end, so \(\bar t>t_{\rm SET}\). For large \(x\) the size of the effect follows from the straight-line exponent. Each earlier term of the sum is smaller by \(e^{-h}\), with \(h=xa/g_0\), and summing the geometric series gives

\[
\frac{\bar t}{t_{\rm SET}}\approx\frac{h}{1-e^{-h}} .
\]

The continuous law therefore requires \(a\ll g_0/x\), which is stricter than \(a\ll g_0\). Here \(h=9.670\times0.25/2=1.21\) and the estimate is 1.72. The full sum gives 224.7 μs, a ratio of 1.86. The size and even the sign of this correction depend on which gap sets the rate. If the gap at the middle of each hop is used instead, every term gains a factor \(e^{-h/2}\), the estimate becomes \(h/[2\sinh(h/2)]=0.94\), and the full sum gives a ratio of 0.93. With \(h\) of order one the result thus depends on details of the hop that the continuous law does not contain. The first hop alone takes on average

\[
\frac{0.25}{0.0909}\ \text{s}\times6.312\times10^{-5}\approx174\ \mu\text{s},
\]

more than the whole continuous closure. With \(v\) and \(b\) held fixed, shortening the hop a thousandfold brought the sum within 0.2% of the integral.

Independent waiting times add their variances, so the standard deviation is the root of the summed squares of the mean waits. It is 0.80 of the mean. This spread belongs to one ion path; a front on which many ions must move together needs a statistical model of its own.

### Series resistance and heating

The voltage was fixed across the gap, whereas a circuit fixes it across the gap and everything in series. Let the gap resistance be \(R=R_0e^{(g-g_0)/\lambda}\), with rough values \(R_0=1\) MΩ and \(\lambda=0.25\) nm, and add a series resistor of 5 kΩ. Initially the resistor takes 0.5% of the voltage. By the slope above this would lengthen the SET time by about 5%, but the computed time is 162 μs, an increase of 35%.

The reason is that the gap voltage collapses as the gap closes. At \(g=0.3\) nm, \(R=10^6e^{-6.8}\ \Omega\approx1.11\) kΩ and the gap keeps 0.18 V of the 1 V. The exponent there is \(19.34\times0.182/0.3\approx11.73\), so the filament moves only about \(e^{11.73-9.67}\approx8\) times faster than at the start. The last part of the closure is no longer negligible, and the statement that the final gap hardly matters is lost. Of the 35 points of increase, about 17 arise below 0.5 nm, 3 between 0.5 and 1 nm, and 14 above 1 nm, where the share of voltage taken by the resistor already grows during incubation. The late part rests on extrapolating the resistance law to gaps of about one hop and below \(h/2e^2=12.9\) kΩ, the resistance of a single conduction channel (here \(h\) is Planck's constant), which is reached at 0.91 nm; stopping at 1 nm gives an increase of 14%. The total is also very sensitive to the rough inputs: the factor 1.35 becomes 2.2 for 6 kΩ and 43 for 10 kΩ, and at 5 kΩ it becomes 23 for \(\lambda=0.23\) nm and 1.11 for \(\lambda=0.30\) nm.

Heating acts the other way. With a rough thermal resistance of \(5\times10^5\) K/W, the gap power of 1 μW initially warms the filament by 0.5 K. The sensitivity to temperature at fixed voltage and initial gap follows from \(t_{\rm SET}=(g_0/v)E_2(x)\), with \(1/v\propto e^{E_a/kT}\) and \(dx/dT=-x/T\):

\[
\frac{d\ln t_{\rm SET}}{dT}=-\frac1T\left[\frac{E_a}{kT}-x\frac{E_1}{E_2}\right]
=-\frac{30.9-10.5}{300\ \text{K}}\approx-0.068\ \text{K}^{-1}.
\]

A steady 0.5 K would shorten the time by 3.4%. The model gives 112 μs, or 6.8% less, because the current and the heating grow as the gap narrows. Resistor and heating together give 137 μs, 13% above the ideal value.

For these values a change of ambient temperature by tens of kelvin matters far more than self-heating. That depends on the low initial power: without resistor, a tenfold thermal resistance shortens the time to 0.54 of the ideal value, and an initial gap resistance of 10 kΩ shortens it to 0.017. At 358 K, with the other inputs unchanged, the ideal SET time is 4.45 μs, a factor of 27 shorter.

### The example beside a real cell

Oxide memory cells of this kind have gaps of the order of nanometres and switch at voltages of the order of a volt, so the gap and voltage of the example are of the right size. Its absolute time should not be read as a prediction. Its parameters also do not describe a nonvolatile cell: the mean time for a hop without field is 2.75 s, and with backward hops included the gap closes in 3.7 s at 0.1 V. Only 4.5 decades separate that from the time at 1 V, whereas ten years of stability together with switching in 100 ns would need about 15. The barrier and \(\gamma\) are effective quantities known only roughly, and an increase of 0.1 eV in \(E_a\) alone multiplies the time by \(e^{0.1/0.02585}\approx48\). Two structural assumptions matter at the example's numbers. The continuous gap costs a factor of 1.86 for a single ion path when the rate is set by the gap before each hop, and fixed gap voltage costs 1.35 for the chosen resistor without heating. Neither their size nor their order is robust: the first falls to 0.93 with the mid-hop gap, and the second rises to 2.2 for a resistor of 6 kΩ. The second factor was computed with a continuous gap, so the two should not simply be multiplied. The initial field is 5 MV/cm, equal to the rough breakdown strength assumed for a thicker film. New defects may therefore form in the gap during the SET pulse, a process that the law omits and that has not been sized.

The formula with \(E_2\) is exact for the differential equation. For a device it is a guide to how the time scales with gap and voltage, provided that \(x\) is large, the hop is short compared with \(g_0/x\), the gap voltage and the filament temperature stay nearly constant throughout the closure, and few new defects form in the gap. The example satisfies the first condition and fails the second. With the 5 kΩ resistor it also fails the third, and the fourth remains open at its field. The main computed values are in the numerical output below.

## Computed results

```
initial gap g0 = 2.00 nm, voltage = 1.00 V
temperature = 300 K, kT = 0.02585 eV
hop length = 0.25 nm, barrier = 0.80 eV
attempt frequency = 1.0e+13 Hz, gamma = 4.0
zero-field speed v = 9.0893e-02 nm/s
field length b = 19.341 nm
x = b/g0 = 9.6704
E1(x) = 5.96075e-06, E2(x) = 5.47953e-06
zero-field closing time g0/v = 22.004 s
exact SET time = 120.571 us = 1.2057e-04 s
leading term: 143.627 us, error +19.12 %
two terms: 113.923 us, error -5.51 %
three terms: 123.138 us, error +2.13 %
compact 1/(x+2): 119.014 us, error -1.29 %
bounds on leading error: 10.34 % to 20.68 %
gap at half the SET time = 1.8860 nm
shrinkage by then = 0.1140 nm
estimate g0*ln2/x = 0.1434 nm
share of time left at g0/2 = 1.711e-05
slope d ln t/dV = -10.520 1/V, large-x form -10.670 1/V
voltage per decade of time = 218.9 mV
V = 0.5 V: x = 4.835, exact 2.652e+04 us, leading 3.616e+04 us
V = 1.0 V: x = 9.670, exact 120.6 us, leading 143.6 us
V = 1.5 V: x = 14.506, exact 0.673 us, leading 0.7607 us
V = 2.0 V: x = 19.341, exact 0.004125 us, leading 0.004533 us
Neglected effects at the example's numbers:
reverse hops: relative change 1.48e-09
barrier vanishes at gap 0.625 nm
time share below that gap, at capped speed: 2.07e-09
series resistor = 5000 ohm, gap = 1.0e+06 ohm
resistance decay length = 0.25 nm
thermal resistance = 5.0e+05 K/W
initial self-heating = 0.50 K
SET time, series resistor only = 162.20 us
SET time, heating only = 112.38 us
SET time, both = 136.65 us
SET time at 358 K = 4.454 us
number of hops across the gap = 8
mean SET time with discrete hops = 224.68 us
ratio to continuous law = 1.863
relative spread of a single-path SET time = 0.797
initial field = 5.00 MV/cm
rough breakdown strength = 5.0 MV/cm
largest closed-form error = 7.3e-15
trajectory error = 6.1e-13
```
